\section*{Maximum axial brightness of an accelerated Maxwellian thermionic source}

\section{What the dimensions allow}

A hot cathode at temperature $T$ emits electrons with current density $J_0$. Static fields then raise their kinetic energy by $U$, counted from just outside the surface. The brightness $B$ at a point and in a direction is the current per area and solid angle, summed over energy:
\begin{equation}
dI=B\cos\theta\,dA\,d\Omega ,
\label{def}
\end{equation}
where $\theta$ is the angle between the direction and the normal of $dA$. Current is counted positive along the electron flow, and $e>0$.

Since $B/J_0$ is a number per steradian, it can depend only on dimensionless ratios. Without relativity, and if the shape of the gun drops out, the one ratio left is $u=U/kT$:
\begin{equation}
B=J_0\,g(u).
\end{equation}
Symmetry fixes $g(0)$. The Maxwell distribution is isotropic over the outward half-space, so the unaccelerated brightness is the same in all outward directions. With $\int\cos\theta\,d\Omega=\pi$ over the half-space, $J_0=\pi B$ and $g(0)=1/\pi$.

The growth at large $u$ can be guessed. A uniform accelerating field leaves the transverse momentum, of order $\sqrt{mkT}$, unchanged and raises the forward momentum to about $\sqrt{2mU}$. The beam fills a solid angle of order $kT/U$, so $g$ should grow in proportion to $u$. Two things remain: the factor, and the proof that no lens can do better.

\section{A flat cathode in a uniform field}

Just outside the cathode let the phase-space density be
\begin{equation}
f=f_0\,e^{-E/kT},\qquad E=\frac{p^2}{2m},\qquad p_z>0 .
\label{maxwell}
\end{equation}
Split $E$ into a normal part $E_z$ and a transverse part $E_t$. Then $p_z\,dp_z/m=dE_z$, and a ring of transverse momenta has area $2\pi p_t\,dp_t=2\pi m\,dE_t$. The emitted current density is therefore
\begin{align}
J_0&=e\int \frac{p_z}{m}f\,d^3p
=2\pi e m f_0\int_0^\infty\! dE_z\int_0^\infty\! dE_t\,e^{-(E_z+E_t)/kT}\nonumber\\
&=2\pi e m f_0 (kT)^2 .
\label{j0}
\end{align}

After acceleration the normal energy is $E_z+U$ and $E_t$ is unchanged. An electron lies inside a cone of half-angle $\alpha$ about the normal if $E_t\le s(E_z+U)$, with $s=\tan^2\alpha$. Writing $\epsilon=E_z/kT$ and doing the $E_t$ integral first, the accepted fraction of the current is
\begin{align}
F(\alpha)&=\int_0^\infty d\epsilon\,e^{-\epsilon}\left[1-e^{-s(\epsilon+u)}\right]
=1-\frac{e^{-us}}{1+s}.
\label{cone}
\end{align}
The cone has projected solid angle $\int\cos\theta\,d\Omega=\pi\sin^2\alpha$, so its mean brightness is $J_0F/(\pi\sin^2\alpha)$. To find the axial value, expand to second order in $s$:
\begin{equation}
F=(1+u)s-\left(1+u+\tfrac12u^2\right)s^2+\dots
\end{equation}
Since $\sin^2\alpha=s/(1+s)$, division gives
\begin{equation}
\frac{F}{\sin^2\alpha}=1+u-\tfrac12u^2s+\dots
\label{narrow}
\end{equation}
As the cone closes,
\begin{equation}
B=\frac{J_0}{\pi}\left(1+\frac{U}{kT}\right).
\label{main}
\end{equation}

At $U=0$, Eq.~\eqref{cone} becomes $F=s/(1+s)=\sin^2\alpha$, and the mean brightness is $J_0/\pi$ for every cone, as symmetry required. For $\alpha\to\pi/2$, $s\to\infty$ and $F\to1$: all the current is found.

A direct integral over the emitted velocities at $u=40$ gives $B/J_0=13.05045$ per steradian in a cone of 1 mrad, against $13.05071$ from Eq.~\eqref{main}. The small deficit is the last term of Eq.~\eqref{narrow}: relative to the axial value it is $u^2s/[2(1+u)]\approx2\times10^{-5}$. At the same $u$, the mean over a cone of half-angle $\sqrt{kT/U}$ radians is $0.637$ of the axial value. The axial brightness must not be used for the whole beam.

\section{Any static field}

A real gun focuses as well as accelerates. To remove the flat geometry, follow the density in phase space. If electrons are neither created nor lost along the way, it obeys
\begin{equation}
\frac{\partial f}{\partial t}+\nabla_x\cdot(\mathbf v f)+\nabla_p\cdot(\mathbf F f)=0 .
\end{equation}
Here $\mathbf p$ is the kinetic momentum, so $\mathbf v$ depends on $\mathbf p$ alone and $\nabla_x\cdot\mathbf v=0$. The electric force does not depend on $\mathbf p$. For the magnetic force,
\begin{equation}
\nabla_p\cdot(\mathbf v\times\mathbf B_{\rm m})
=\mathbf B_{\rm m}\cdot(\nabla_p\times\mathbf v)=0,
\end{equation}
because $\mathbf v=\nabla_pK$ is the gradient of the kinetic energy $K(\mathbf p)$. Hence $\nabla_p\cdot\mathbf F=0$, and what remains is
\begin{equation}
\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla_xf+\mathbf F\cdot\nabla_pf=\frac{df}{dt}=0
\end{equation}
along a trajectory. The smooth mean field of the beam's own charge may be included in $\mathbf F$. Collisions between individual electrons may not, since their forces depend on where the partner is.

The same law can be put in a form suited to ray tracing. For electrons crossing a plane, $dz=v_z\,dt$, and at fixed $p_x,p_y$ also $dp_z=dE/v_z$. Thus
\begin{equation}
d^3x\,d^3p=dx\,dy\,dp_x\,dp_y\,dt\,dE .
\end{equation}
A static field keeps the total energy and adds a transit time that does not depend on the starting time. The volume $dx\,dy\,dp_x\,dp_y$ is therefore conserved from plane to plane at fixed energy. If the beam is squeezed into a smaller area, the transverse momenta found at each point must, on average, fill a larger area.

\section{The upper bound and when it is reached}

In a narrow bundle of directions $d^3p=p^2\,dp\,d\Omega$. The current through $dA$ is $e f v\cos\theta\,dA\,d^3p$. Comparing with Eq.~\eqref{def}, and using $v\,dp=dK$,
\begin{equation}
B=e\int f\,v\,p^2\,dp=e\int f\,p^2\,dK .
\label{bf}
\end{equation}

Now trace each ray back from the target. If it comes from the cathode, $f$ has its emission value $f_0e^{-E/kT}$, with $E=K-U\ge0$. If it comes from an aperture edge or another electrode, $f=0$. No static field can make $f$ larger than its value at the cathode. Let $T$ be uniform and let $J_0$ be the largest emission density on the surface, so that $f_0$ is also the largest. With $p^2=2m(E+U)$,
\begin{equation}
B\le 2emf_0\int_0^\infty(E+U)e^{-E/kT}\,dE .
\end{equation}
Other lower limits will be needed, so evaluate the integral from $a$, substituting $E=a+w$:
\begin{align}
\int_a^\infty(E+U)e^{-E/kT}dE
&=e^{-a/kT}\int_0^\infty(a+U+w)e^{-w/kT}dw\nonumber\\
&=kT\,e^{-a/kT}\,(kT+U+a).
\label{ga}
\end{align}
Setting $a=0$ and dividing by Eq.~\eqref{j0},
\begin{equation}
\frac{B}{J_0}\le\frac{2emf_0\,kT(kT+U)}{2\pi emf_0(kT)^2}
=\frac1\pi\left(1+\frac{U}{kT}\right).
\label{bound}
\end{equation}
The result for the flat cathode is thus a bound for every collisionless static gun, in every direction and at every point where $U\ge0$. For $U\gg kT$ it becomes
\begin{equation}
B_{\max}\simeq\frac{J_0U}{\pi kT},
\label{lead}
\end{equation}
with a relative error of about $kT/U$.

The bound is reached on the axis of a rotationally symmetric gun under three conditions: the apex has the emission density $J_0$, nothing blocks the axis, and the potential energy along it never rises above its value at the cathode. By symmetry the electric force on the axis points along it, and the magnetic field there is parallel to the velocity and exerts no force. An electron emitted along the axis stays on it at any energy. Tracing back the axial direction therefore finds the apex for all $E>0$. Lens aberrations do not alter this differential value, though they can lower averages over a finite area or cone.

The flat cathode provides a check away from the axis. There the transverse energy $(E+U)\sin^2\theta$ cannot exceed $E$, so $E\ge U\tan^2\theta$. Equation~\eqref{ga} with $a=U\tan^2\theta$ gives
\begin{equation}
B(\theta)=\frac{J_0}{\pi}\,e^{-us}\left[1+u(1+s)\right],\qquad s=\tan^2\theta .
\end{equation}
The current in a cone is $\pi\int B\,d(\sin^2\theta)$, with $d(\sin^2\theta)=ds/(1+s)^2$. Its integrand, divided by $J_0$, is
\begin{equation}
e^{-us}\left[\frac{u}{1+s}+\frac1{(1+s)^2}\right]
=\frac{d}{ds}\left[1-\frac{e^{-us}}{1+s}\right],
\end{equation}
which is the derivative of Eq.~\eqref{cone}. Back-tracing and direct counting agree at all angles.

A lens gives a harder test. In units with $m=e=kT=1$, take the energy gain
\begin{equation}
\Phi(r,z)=4z+2I_0(1.3r)\sin(1.3z)
\end{equation}
between a flat cathode at $z=0$ and a target at $z=4$. Add the magnetic field $B_z=1.5I_0(0.9r)\cos(0.9z)$, $B_r=1.5I_1(0.9r)\sin(0.9z)$, where $I_0,I_1$ are modified Bessel functions. On the axis $U/kT=14.2331$. Rays displaced slightly in position and momentum give the determinant of the transverse map, which differs from one by at most $6.5\times10^{-9}$ on the axis. About a ray starting at $(x,y,p_x,p_y)=(0.3,0.1,0.2,0.4)$ with $E=1$ the difference is $8.9\times10^{-9}$. The brightness summed from the traced maps is $4.848843\,J_0$ per steradian, equal to Eq.~\eqref{main} in all printed digits. This sum is Eq.~\eqref{bf} with each energy weighted by the inverse determinant, so the agreement tests the conservation of transverse volume through the lens; it is not a count of current in a detector.

\section{A potential minimum in front of the cathode}

Strong space charge can build a barrier of height $U_m$ in front of a flat cathode. Electrons with $E_z<U_m$ turn back. The transmitted current density is
\begin{equation}
J_t=J_0\int_{U_m}^\infty e^{-E_z/kT}\frac{dE_z}{kT}=J_0e^{-U_m/kT}.
\end{equation}
In the forward direction $E=E_z$, so Eq.~\eqref{ga} applies with $a=U_m$:
\begin{equation}
B=\frac{J_0}{\pi}e^{-U_m/kT}\left(1+\frac{U+U_m}{kT}\right)
=\frac{J_t}{\pi}\left(1+\frac{U+U_m}{kT}\right).
\label{well}
\end{equation}
The barrier top acts as a new cathode with density $J_t$ and the same temperature, from which the energy gain is $U+U_m$. At fixed $U$ and $J_0$, the derivative of $B$ with respect to $U_m/kT$ is $-(J_0/\pi)e^{-U_m/kT}(U+U_m)/kT$. This is negative for $U>0$, so a barrier lowers the brightness. For $u=40$ and $U_m=0.7\,kT$, the velocity integral in a 1 mrad cone gives $6.591\,J_0$ per steradian, about half the value without the barrier.

\section{Fast electrons}

At the beam energies of a microscope the relation between momentum and energy needs a correction:
\begin{equation}
p^2=2mK+\frac{K^2}{c^2}.
\end{equation}
Conservation of $f$, the relation $v\,dp=dK$ and Eq.~\eqref{bf} all survive. Let $t=kT/mc^2$. The emitted flux from an isotropic half-space is $\pi$ times the cathode brightness:
\begin{align}
J_0&=\pi e f_0\int_0^\infty\left(2mE+\frac{E^2}{c^2}\right)e^{-E/kT}dE\nonumber\\
&=\pi ef_0\left[2m(kT)^2+\frac{2(kT)^3}{c^2}\right]
=2\pi emf_0(kT)^2(1+t).
\end{align}
At the target $K=E+U$. The term in $K^2$ needs
\begin{equation}
\int_0^\infty(E+U)^2e^{-E/kT}dE=(kT)^3(2+2u+u^2),
\end{equation}
which follows by expanding the square. Hence
\begin{equation}
B_{\max}=\frac{J_0}{\pi}\,
\frac{1+u+\frac t2(2+2u+u^2)}{1+t}.
\label{rel}
\end{equation}
For $t\to0$ at fixed $u$ this returns Eq.~\eqref{main}. For $u=0$ the numerator is $1+t$ and the value is again $J_0/\pi$. For $u\gg1$ and $t\ll1$, use $tu=U/mc^2$:
\begin{equation}
B_{\max}\simeq\frac{J_0}{\pi kT}\,U\left(1+\frac{U}{2mc^2}\right).
\end{equation}
Ray tracing through the same lens with $t=0.05$, far hotter than any cathode so that the correction is visible, and weighting Eq.~\eqref{bf} by the inverse determinant as before, gives $6.384165\,J_0$ per steradian, as does Eq.~\eqref{rel}.

\section{A tungsten hairpin gun}

Take rough typical values for a scanning electron microscope: $T=2800$ K, $J_0=3$ A/cm$^2$ and a beam energy of 20 keV. Then $kT=0.2413$ eV and
\begin{equation}
\frac{U}{kT}=\frac{20\,000}{0.2413}\approx8.29\times10^4 .
\end{equation}
The leading form gives
\begin{equation}
B_{\max}\simeq\frac{3}{\pi}\times8.29\times10^4
=7.92\times10^4\ \mathrm{A\,cm^{-2}\,sr^{-1}} .
\end{equation}
Dropping the one in $1+u$ costs a relative $1.2\times10^{-5}$. Relativity adds 1.96\%, giving $8.07\times10^4$ A cm$^{-2}$ sr$^{-1}$, or $8.07\times10^8$ A m$^{-2}$ sr$^{-1}$. With $J_0$ and $T$ held fixed, the limit is $3.96\times10^3$ at 1 keV, $1.99\times10^4$ at 5 keV and $1.22\times10^5$ A cm$^{-2}$ sr$^{-1}$ at 30 keV.

This limits the current in a fine probe. Since $B\le B_{\max}$ in every direction, a cone of half-angle $\alpha$ carries a current density of at most $\pi B_{\max}\sin^2\alpha$. For a disc of diameter $d$ and small $\alpha$,
\begin{equation}
I\le B_{\max}\,\frac{\pi d^2}{4}\,\pi\alpha^2 .
\end{equation}
With $d=10$ nm $=10^{-6}$ cm and $\alpha=5$ mrad,
\begin{equation}
I\le8.07\times10^4\times\frac{\pi^2}{4}\times10^{-12}\times2.5\times10^{-5}\ \mathrm A
\approx5.0\ \mathrm{pA}.
\end{equation}
At fixed beam energy and angle, halving the probe diameter cuts this limit by four. Lenses can trade diameter against angle, but they cannot raise $B_{\max}$.

\section{What the number leaves out}

The result is proportional to $J_0$, which depends steeply on the cathode temperature. To see how, write $f_0=2n/h^3$, where $n$ is the occupation of the lowest emitted states and 2 counts spin. Equation~\eqref{j0} becomes
\begin{equation}
J_0=A_RT^2n,\qquad A_R=\frac{4\pi emk^2}{h^3}=120.2\ \mathrm{A\,cm^{-2}\,K^{-2}} .
\end{equation}
The example has $n=3.2\times10^{-9}$, so degeneracy is negligible. Setting $n=e^{-\phi/kT}$ gives an effective barrier $\phi=4.72$ eV. At fixed $\phi$, a cathode 50 K hotter emits 1.46 times the current density. Its brightness limit rises by a factor 1.43, slightly less because $kT$ also grows.

The field at the cathode lowers the barrier. With field strength $F$ and the image force, the potential energy outside is $-eFz-e^2/(16\pi\varepsilon_0z)$. Its maximum is at $z^2=e/(16\pi\varepsilon_0F)$, where the two terms are equal, and lies below zero by
\begin{equation}
\Delta\phi=2eFz=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .
\end{equation}
An assumed field of 1 kV/mm gives 0.038 eV and raises $J_0$ by 17\%. This is a correction only if $J_0$ was estimated for zero field; an emission density at the working field already contains it. If the barrier top is treated as an inverted parabola, tunnelling below it adds about 0.13\% to $J_0$, and reflection of electrons just above it removes almost as much, leaving a net gain of about $6\times10^{-6}$ in this model. The parabola omits reflection from the steep drop of the image potential into the metal. If that potential is cut off at an inner depth of 10 to 15 eV, the one-dimensional Schr\"odinger equation gives instead a net loss of 3 to 5\% of $J_0$. A measured emission density already contains this loss.

Space charge turns electrons back if it creates the minimum of Eq.~\eqref{well}; below that point it still weakens the field at the cathode. For a planar gap of width $D$ and voltage $V$, with electrons starting at rest and no field left at the cathode, the potential is $V(z/D)^{4/3}$. Its second derivative is $\frac49VD^{-4/3}z^{-2/3}$. Poisson's equation equates this to $J/(\varepsilon_0v)$, with $v=\sqrt{2eV/m}\,(z/D)^{2/3}$. The powers of $z$ cancel, leaving
\begin{equation}
J=\frac{4\varepsilon_0}{9}\sqrt{\frac{2e}{m}}\,\frac{V^{3/2}}{D^2}.
\end{equation}
A gap of one rough tip radius, 0.1 mm, at 1 kV/mm has $V=100$ V and a limit of 23 A/cm$^2$. The assumed $J_0$ is 13\% of it. This estimate suggests that the apex is not limited by space charge, but the margin is uncertain: at a fixed mean field $V/D$ the limit falls as $D^{-1/2}$, so it depends on the length chosen. It depends more steeply on the assumed field: at fixed $D$ it grows as $(V/D)^{3/2}$, and at 0.25 kV/mm across the same gap it is 2.9 A/cm$^2$, just below the assumed $J_0$. A firm value needs a calculation for the curved tip and the real electrodes.

Collisions break the conservation law itself. For a rough 100~$\mu$A at 20 keV through a crossover 30~$\mu$m wide, the mean spacing is about 4.5~$\mu$m and the Coulomb energy of two neighbours is $1.3\times10^{-3}\,kT$. This small ratio does not show that collisions are harmless. Many encounters add up, and a small energy exchanged in the frame moving with the beam can become a much larger energy spread in the laboratory. The loss of brightness is not calculated here.

A real hairpin has a temperature that varies along the wire, and its negative control electrode weakens the field away from the apex. The assumption of uniform emission then fails. If the apex is the hottest point and the effective barrier is nowhere lower than there, $f$ is largest at the apex at every energy, and averages over the emitting area cannot exceed the axial limit. A cooler facet with a lower work function can be brighter even at slightly smaller $J_0$, because the limit scales as $J_0/T$. For the apex itself, the temperature matters strongly when the effective barrier is held fixed: a cathode 50 K hotter then has a limit about 40\% higher. The example therefore supports a limit near $10^5$ A cm$^{-2}$ sr$^{-1}$ at 20 keV, not the three digits carried through the arithmetic. Most of the values used here are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
TESTS (kT = 1 units)
lens: energy gain U/kT = 14.2331
lens: largest |det - 1| on axis = 6.5e-09
lens: |det - 1| off axis = 8.9e-09
lens, t = 0: B/J0 traced 4.848843, formula 4.848843 1/sr
lens, t = 0.05: B/J0 traced 6.384165, formula 6.384165 1/sr
planar, U/kT = 40: B/J0 in 1 mrad cone = 13.05045 1/sr
planar: formula B/J0 = 13.05071 1/sr
planar, minimum of 0.7 kT: B/J0 = 6.59131 1/sr
planar: mean/axial B, cone sqrt(kT/U) = 0.6368
EXAMPLE: tungsten hairpin, rough typical inputs
temperature = 2800 K, kT = 0.24129 eV
J0 = 3.0 A/cm2, beam energy = 20 keV
U/kT = 82889.4, kT/U = 1.206e-05
thermal angle sqrt(kT/U) = 3.473 mrad
B, leading form = 7.91536e+04 A/cm2/sr
B, nonrelativistic in full = 7.91545e+04 A/cm2/sr
B, relativistic in full = 8.07035e+04 A/cm2/sr
B, relativistic in full = 8.07035e+08 A/m2/sr
B at 1 keV, relativistic = 3.9625e+03 A/cm2/sr
B at 5 keV, relativistic = 1.9886e+04 A/cm2/sr
B at 30 keV, relativistic = 1.2222e+05 A/cm2/sr
probe: 10 nm diameter, 5 mrad half-angle
largest probe current = 4.978 pA
NEGLECTED EFFECTS
relativity: B gain = 1.957 %
Richardson constant = 120.17 A/cm2/K2
degeneracy: highest occupation = 3.18e-09
effective barrier from J0 = 4.721 eV
cathode field assumed = 1.0 kV/mm
Schottky lowering = 0.0379 eV, J0 factor = 1.170
tunnelling near barrier top: J0 gain = 5.7e-06
planar gap = 0.1 mm, voltage = 100 V
space-charge limit = 23.3 A/cm2
J0 / space-charge limit = 0.129
50 K hotter: J0 factor 1.460, B factor 1.435
crossover: 100 uA in 30 um
electron spacing there = 4.52 um
neighbour Coulomb energy = 3.19e-04 eV = 1.32e-03 kT
\end{verbatim}
